\section*{Channel-length reduction and series resistance from crossing resistance lines}

\section{The problem}

Five silicon n-channel transistors of width $W=10\ \mu\mathrm{m}$ differ in their mask gate length $L_m$ and are otherwise alike. The conducting channel is shorter than the mask length by an unknown amount $\Delta L$, the same for all five, so its length is $L=L_m-\Delta L$. The source and drain regions and their contacts add an unknown constant resistance $R_{SD}=R_S+R_D$.

Each transistor is measured at drain voltage $V_{DS}=50$ mV. The gate voltage is set relative to that transistor's own threshold $V_T$, so that the overdrive $V_{ov}=V_{GS}-V_T$ is equal for all five. The total resistance $R=V_{DS}/I$, with $I$ the drain current, is given in ohms. The readings are calculated from a device model, not measured, and are rounded to $0.1\ \Omega$.

\begin{center}
\begin{tabular}{c|ccccc}
$V_{ov}$ (V) & 250 nm & 350 nm & 500 nm & 700 nm & 1000 nm\\ \hline
0.8 & 166.5 & 222.6 & 306.7 & 418.8 & 587.0\\
1.2 & 136.0 & 176.0 & 236.0 & 315.9 & 435.9\\
1.6 & 121.0 & 153.1 & 201.3 & 265.5 & 361.8\\
2.0 & 112.1 & 139.5 & 180.7 & 235.5 & 317.8
\end{tabular}
\end{center}

The oxide capacitance per area is $C_{ox}=0.6906\ \mu\mathrm{F/cm^2}$ and the body factor, defined in the solution, is $m=1.2$.

\begin{enumerate}
\item[(a)] Show that the lines $R(L_m)$ at different overdrives share one point, and state the conditions.
\item[(b)] Find $\Delta L$ and $R_{SD}$ from the table.
\item[(c)] Estimate the errors caused by rounding.
\item[(d)] Find the mobility at each overdrive. Then explain why the shortest transistor alone, extrapolated to infinite gate drive, does not give $R_{SD}$.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item Measure the channel potential from the grounded outer source terminal, not from the inner end of the source resistance. What is the mean of the potentials at the two channel ends if $R_S=R_D$?
\item Write each line as $R=a_i+b_iL_m$. If all lines pass through one point, how must $a_i$ depend on $b_i$?
\item Rounded lines do not meet perfectly. Choose the point whose vertical distances to the lines have the smallest sum of squares.
\item For the errors, ask how uncertain a fitted line is at $L_m=\Delta L$, which lies outside the range of the data.
\item In (d), let the mobility fall with gate drive and look at what remains when the drive goes to infinity.
\end{enumerate}

\section{Solution}

\subsection*{(a) Why the lines cross}

Let $V(y)$ be the channel potential at distance $y$ from the source end, measured from the outer source terminal, to which the body is also tied. In strong inversion take the mobile charge per area to be $C_{ox}(V_{ov}-mV)$. The body factor $m\ge 1$ accounts for the depletion charge, which grows as the channel potential rises above the body. With drift current alone and a mobility $\mu$ that is constant along the channel,
\begin{equation}
I=W\mu C_{ox}\,(V_{ov}-mV)\,\frac{dV}{dy}.
\end{equation}
The current is the same at every $y$. Integrating from $y=0$, where $V=V_s$, to $y=L$, where $V=V_d$, gives
\begin{align}
IL&=W\mu C_{ox}\left[V_{ov}(V_d-V_s)-\frac m2\,(V_d^2-V_s^2)\right]\nonumber\\
&=W\mu C_{ox}\left[V_{ov}-m\,\frac{V_s+V_d}{2}\right](V_d-V_s).
\end{align}
The end resistances fix $V_s=IR_S$ and $V_d=V_{DS}-IR_D$. Hence
\begin{align}
V_d-V_s&=V_{DS}-IR_{SD},\\
\frac{V_s+V_d}{2}&=\frac{V_{DS}}2+\frac{I(R_S-R_D)}2 .
\end{align}
For $R_S=R_D$ the second term of the mean vanishes: the source end rises by as much as the drain end falls. The bracket becomes
\begin{equation}
U=V_{ov}-\frac{mV_{DS}}2 ,
\end{equation}
which is the same for every gate length. Dividing $IL=W\mu C_{ox}U(V_{DS}-IR_{SD})$ by $I$ gives $L=W\mu C_{ox}U(R-R_{SD})$, or
\begin{equation}
R=R_{SD}+b\,(L_m-\Delta L),\qquad b=\frac{1}{W\mu C_{ox}U}.
\label{eq:law}
\end{equation}
No expansion in $IR_{SD}$ was made. At $L_m=\Delta L$ the channel has zero length and $R=R_{SD}$ whatever the slope, so all lines pass through $(\Delta L,R_{SD})$. This point is an extrapolation; a transistor of that length would not obey the model.

Sufficient conditions are the charge law above, equal end resistances, a mobility that may depend on $U$ but not on $L$, and values of $\Delta L$ and $R_{SD}$ that do not depend on gate voltage. With unequal end resistances the exact curves still reach $R_{SD}$ at zero channel length, but they are no longer straight, so fitted lines miss that point slightly. Locating the point also needs at least two different slopes.

With a constant mobility of $400\ \mathrm{cm^2/Vs}$ and $\Delta L=60$ nm, $R_{SD}=60\ \Omega$, a numerical solution of the channel integral with its end resistors agrees with Eq.~(\ref{eq:law}) to a few parts in $10^{10}$ for all twenty combinations of length and overdrive.

\subsection*{(b) The crossing}

Each row is fitted by least squares. The mean mask length is $\bar L=560$ nm, and
\begin{equation}
S_{LL}=\sum_j(L_j-\bar L)^2=357\,000\ \mathrm{nm^2}.
\end{equation}
For $V_{ov}=0.8$ V the mean resistance is $340.32\ \Omega$, and
\begin{align}
b_1&=\frac{\sum_j(L_j-\bar L)R_j}{S_{LL}}=\frac{200\,149}{357\,000}=0.56064\ \Omega/\mathrm{nm},\\
a_1&=340.32-b_1\times560=26.361\ \Omega .
\end{align}
The four rows give

\begin{center}
\begin{tabular}{cccc}
$V_{ov}$ (V) & $U$ (V) & $a$ ($\Omega$) & $b$ ($\Omega$/nm)\\ \hline
0.8 & 0.77 & 26.361 & 0.56064\\
1.2 & 1.17 & 36.051 & 0.39984\\
1.6 & 1.57 & 40.739 & 0.32107\\
2.0 & 1.97 & 43.529 & 0.27427
\end{tabular}
\end{center}

The intercepts $a_i$ at $L_m=0$ are not the series resistance. Equation~(\ref{eq:law}) says that $a_i=R_{SD}-\Delta L\,b_i$. Two lines suffice for a first estimate. Setting the first and last equal at their crossing,
\begin{align}
\Delta L&=\frac{a_4-a_1}{b_1-b_4}=\frac{17.168}{0.28637}=59.95\ \mathrm{nm},\\
R_{SD}&=a_1+b_1\Delta L=26.361+33.61=59.97\ \Omega .
\end{align}

To use all lines, let $(x,y)$ be the estimate of $(\Delta L,R_{SD})$ and minimise
\begin{equation}
F=\sum_i(a_i+b_ix-y)^2 .
\end{equation}
The condition $\partial F/\partial y=0$ gives $y=\bar a+x\bar b$, where bars denote means over the lines. Inserting this leaves
\begin{equation}
F=\sum_i\left[(a_i-\bar a)+x(b_i-\bar b)\right]^2 ,
\end{equation}
and $dF/dx=2(S_{ab}+xS_{bb})=0$, with $S_{ab}=\sum_i(a_i-\bar a)(b_i-\bar b)$ and $S_{bb}=\sum_i(b_i-\bar b)^2$. Since $d^2F/dx^2=2S_{bb}>0$ for unequal slopes, this is the minimum. The numbers are
\begin{align}
x&=-\frac{S_{ab}}{S_{bb}}=\frac{2.83960}{0.0473556}=59.96\ \mathrm{nm},\\
y&=36.670+59.96\times0.38896=59.99\ \Omega .
\end{align}

\subsection*{(c) Errors from rounding}

Let the readings have independent errors of standard deviation $\sigma$. A fitted line is its mean value plus its slope times $(L_m-\bar L)$, and the errors of these two parts are uncorrelated, with variances $\sigma^2/n$ and $\sigma^2/S_{LL}$ for $n=5$ lengths. At $L_m=\Delta L$ the line therefore has the standard error
\begin{equation}
s=\sigma\sqrt{\frac1n+\frac{(\Delta L-\bar L)^2}{S_{LL}}}=\sigma\sqrt{0.200+0.700}=0.949\,\sigma .
\end{equation}
Call the actual error of line $i$ at that point $r_i$. The fitted coefficients then obey $a_i=R_{SD}-\Delta L\,b_i+r_i$. Inserting this in the results of (b),
\begin{equation}
x-\Delta L=-\frac{\sum_i(b_i-\bar b)r_i}{S_{bb}},\qquad
y-R_{SD}=\bar r+\bar b\,(x-\Delta L).
\label{eq:shift}
\end{equation}
To leading order in the noise the $b_i$ here may be treated as fixed. The two terms of the second expression are then uncorrelated, because $\sum_i(b_i-\bar b)=0$. With $k=4$ lines,
\begin{equation}
\sigma_{\Delta L}=\frac{s}{\sqrt{S_{bb}}},\qquad
\sigma_R=s\sqrt{\frac1k+\frac{\bar b^2}{S_{bb}}} .
\end{equation}
In 4000 random trials with $\sigma=0.1\ \Omega$ the scatter of both estimates agreed with these formulas to within 6\%.

Rounding to $0.1\ \Omega$, taken as a uniform error, has $\sigma=0.1/\sqrt{12}=0.029\ \Omega$ and $s=0.027\ \Omega$. This gives $\sigma_{\Delta L}=0.13$ nm and $\sigma_R=0.05\ \Omega$. The result is
\begin{equation}
\Delta L=(60.0\pm0.1)\ \mathrm{nm},\qquad R_{SD}=(60.0\pm0.1)\ \Omega .
\end{equation}
The readings were generated with 60 nm and $60\ \Omega$.

The spread of slopes in the denominator decides the quality of the crossing. Two lines alone give an error $\sqrt2\,s/|b_i-b_j|$, so neighbouring overdrives do worse than the outer pair. The six possible pairs give values from 59.5 to 60.3 nm. Independent reading errors of $1\ \Omega$ would give 4.4 nm and $1.8\ \Omega$.

\subsection*{(d) Mobility, and the trap of a single transistor}

The slope contains neither $\Delta L$ nor $R_{SD}$, so within the charge law of (a) it gives the mobility directly. In a real transistor with so thin an oxide the mobile charge falls short of $C_{ox}U$ by roughly 10\%, and the mobility found this way is too low by as much. An inversion layer that adds 0.4 nm to the oxide, for example, raises the slopes by 8\% and leaves the crossing in place. At $V_{ov}=0.8$ V, in SI units,
\begin{align}
\mu&=\frac{1}{b\,WC_{ox}U}\nonumber\\
&=\frac{1}{(5.6064\times10^{8})(10^{-5})(6.906\times10^{-3})(0.77)}\nonumber\\
&=0.0335\ \mathrm{m^2/Vs}=335\ \mathrm{cm^2/Vs}.
\end{align}
The other rows give 310, 287 and 268 $\mathrm{cm^2/Vs}$. They follow $\mu=\mu_0/(1+\theta U)$ with the values used to generate the data, $\mu_0=400\ \mathrm{cm^2/Vs}$ and $\theta=0.25\ \mathrm{V^{-1}}$. In the generating model this law acts locally, so the mobility varies slightly along the channel. Before rounding, that moves the crossing by 0.01 nm and $0.003\ \Omega$, which is negligible here.

With this mobility Eq.~(\ref{eq:law}) becomes
\begin{equation}
R=R_{SD}+\frac{L}{W\mu_0C_{ox}}\left(\frac1U+\theta\right).
\label{eq:single}
\end{equation}
As $1/U\to0$ the channel resistance does not vanish, because the falling mobility offsets the growing charge. For the 250 nm gate, with $L=190$ nm and $W\mu_0C_{ox}=2.762\times10^{-9}\ \mathrm{m/(V\,\Omega)}$, the remainder is
\begin{equation}
\frac{\theta L}{W\mu_0C_{ox}}=\frac{0.25\times190\times10^{-9}}{2.762\times10^{-9}}=17.2\ \Omega .
\end{equation}
A straight line through this transistor's resistances against $1/U$ indeed ends at $77.2\ \Omega$ instead of $60\ \Omega$. The crossing method avoids the error because $\theta$ enters through the slopes $b_i$.

\subsection*{Comparison with real transistors}

The parameters are rough values for the quarter-micron class, with a 5 nm oxide. The result $R_{SD}W=600\ \Omega\,\mu\mathrm{m}$ is of a plausible size for it. At 250 nm and 2.0 V the series resistance is already 54\% of the total. In a real device both $R_{SD}$ and $\Delta L$ can depend on the gate voltage, which in general moves the crossing. The first variation treats one simple form of this. End resistances of 40 and $20\ \Omega$ for source and drain would shift the extracted values by $-1.1$ nm and $-0.2\ \Omega$. Velocity saturation, with a limit of $10^7$ cm/s, matters according to how the velocity law departs from $\mu E$ at low field $E$. With $\xi=\mu E/v_{sat}$, the law $v=\mu E/\sqrt{1+\xi^2}$, whose correction starts at second order in $E$, shifts $\Delta L$ by $-0.5$ nm, and the law $v=\mu E/(1+\xi)$, whose correction starts at first order, by $-15$ nm. The coefficient matters as well as the order: $v=\mu E/(1+\xi/2)$, common in compact models, gives about half the latter shift. Both corrections vanish as $V_{DS}\to0$, so repeating the extraction at a lower drain voltage would reveal them. At the largest overdrive the oxide field is 4.9 MV/cm, and the estimated tunnelling current is negligible beside the drain current. Self-heating is below 0.1 K for an assumed thermal resistance of 2000 K/W.

\section{Variation 1: a sharp crossing in the wrong place}

\emph{Suppose the gate also controls part of the end resistance, so that $R_{SD}=R_0+\lambda b$ with a constant length $\lambda$. Where do the lines cross?}

Such a term arises if a stretch of the source and drain regions under the gate edge has a sheet resistance proportional to that of the channel. This is an idealisation: the charge of a real accumulation layer there follows the gate voltage above its own flat-band value rather than $V_{ov}$, so only part of it is counted as length and the crossing is slightly blurred. Inserting it in Eq.~(\ref{eq:law}),
\begin{equation}
R=R_0+\lambda b+b(L_m-\Delta L)=R_0+b\left[L_m-(\Delta L-\lambda)\right].
\end{equation}
The lines still share one point, now at $(\Delta L-\lambda,\,R_0)$. For $\lambda=10$ nm and $R_0=60\ \Omega$, the simulated transistors give a crossing 10.0 nm too low, at $60.0\ \Omega$, and the lines miss it by less than $0.001\ \Omega$ rms. The true series resistance is $60+10\times0.561=65.6\ \Omega$ at 0.8 V and $62.7\ \Omega$ at 2.0 V, so the extracted $60\ \Omega$ is not its value at either overdrive.

Conversely, let $\Delta L$ be fixed and let $R_{SD,i}$ be the series resistance at overdrive $i$. A common point $(x,y)$ requires $R_{SD,i}+b_i(x-\Delta L)=y$ for every $i$, so $R_{SD,i}$ must be a constant plus a multiple of $b_i$. Within this model, and with $\Delta L$ fixed, a sharp crossing is therefore necessary for a constant $R_{SD}$ but does not prove it. Resistance that scales with the channel's own is counted as channel length.

\section{Variation 2: equal gate voltages instead of equal overdrives}

\emph{The thresholds of the 250, 350 and 500 nm transistors lie 30, 10 and 3 mV below that of the longer ones. The threshold of the longest is used for all. How far does the crossing move?}

The true drive of transistor $j$ exceeds the assumed one by $v_j$. From Eq.~(\ref{eq:single}), to first order, its resistance changes by
\begin{equation}
\delta R_{ij}=-\frac{L_jv_j}{W\mu_0C_{ox}U_i^2}.
\end{equation}
A change in reading $j$ moves the fitted line at $L_m=\Delta L$ by that change times the weight
\begin{equation}
w_j=\frac1n+\frac{(\Delta L-\bar L)(L_j-\bar L)}{S_{LL}},
\end{equation}
which is 0.634, 0.494 and 0.284 for the three short gates. Their channel lengths are 190, 290 and 440 nm, so
\begin{align}
\sum_jw_jL_jv_j&=0.634\times5.70+0.494\times2.90+0.284\times1.32\nonumber\\
&=5.42\ \mathrm{nm\,V},\\
r_i&=-\frac{5.42\times10^{-9}}{2.762\times10^{-9}\,U_i^2}=-\frac{1.96\ \Omega\,\mathrm{V^2}}{U_i^2}.
\end{align}
The four values of $r_i$ are $-3.31$, $-1.43$, $-0.80$ and $-0.51\ \Omega$. Equation~(\ref{eq:shift}) then gives
\begin{align}
x-\Delta L&=\frac{0.472}{0.04736}=+10.0\ \mathrm{nm},\\
y-R_{SD}&=-1.51+0.389\times10.0=+2.4\ \Omega .
\end{align}
The full simulation gives $+9.5$ nm and $+2.2\ \Omega$, so the first-order estimate is about 5\% too large. The steepest line is lowered most, and the crossing moves towards longer gates.

An error of 30 mV common to all five transistors moves the crossing by less than 0.01 nm. It changes the overdrive assigned to each line but leaves the lines straight and their common point in place. Within this model the method thus needs overdrives that are equal among the transistors, while their absolute value matters for the mobility found in (d). The numerical output lists these shifts together with the input values.

In real transistors equal overdrives are not enough, because the mobility can differ among gate lengths. If it follows the effective field, set by the depletion charge plus half the mobile charge, a threshold lower by $v_j$ through a smaller depletion charge replaces $\theta U$ by about $\theta(U-2v_j)$. Then $r_i=-2\theta\sum_jw_jL_jv_j/(W\mu_0C_{ox}U_i)=-0.98\ \Omega\,\mathrm{V}/U_i$, and Eq.~(\ref{eq:shift}) gives $+2.7$ nm and $+0.2\ \Omega$ at exactly equal overdrives. The crossing stays sharp, since these $r_i$ are a constant plus a multiple of $b_i$.

\section*{Table of computed values}
\begin{verbatim}
width 10 um, oxide 5.0 nm, V_DS 50 mV
Cox = 0.6906 uF/cm2, body factor m = 1.2
mu0 = 400 cm2/Vs, theta = 0.25 1/V
inputs: dL = 60 nm, R_SD = 60 ohm
mask lengths (nm): 250 350 500 700 1000
Readings R (ohm), one row per overdrive:
 Vov 0.8 V: 166.5 222.6 306.7 418.8 587.0
 Vov 1.2 V: 136.0 176.0 236.0 315.9 435.9
 Vov 1.6 V: 121.0 153.1 201.3 265.5 361.8
 Vov 2.0 V: 112.1 139.5 180.7 235.5 317.8
Fitted lines: U (V), a (ohm), b (ohm/nm), mobility (cm2/Vs)
 0.77  26.361  0.56064  335.4
 1.17  36.051  0.39984  309.5
 1.57  40.739  0.32107  287.2
 1.97  43.529  0.27427  268.0
mean a = 36.6701 ohm, mean b = 0.388955 ohm/nm
S_ab = -2.83960 ohm2/nm
S_bb = 0.0473556 ohm2/nm2
outer pair crossing: 59.95 nm, 59.97 ohm
all pairs: dL from 59.52 to 60.26 nm
RESULT dL = 59.96 nm, rounding error 0.13 nm
RESULT R_SD = 59.99 ohm, rounding error 0.05 ohm
R_SD times width = 600 ohm um
rms gap of lines at crossing = 0.020 ohm
effective length of 250 nm gate = 190.0 nm
R_SD share of R, 250 nm, 2.0 V: 53.5 %
1 ohm noise would give 4.4 nm and 1.8 ohm
one-device 1/U extrapolation: 77.2 ohm (false R_SD)
local-mobility error: +0.012 nm, +0.003 ohm
roll-off used (mV): 30 10 3 0 0
saturation velocity = 1e+07 cm/s
Neglected effects: shift of dL (nm), of R_SD (ohm), rms gap (ohm)
 R_S=40, R_D=20 ohm: -1.13, -0.23, 0.007
 V_T roll-off ignored: +9.53, +2.25, 0.117
 common V_T error 30 mV: -0.00, -0.00, 0.000
 velocity sat., power 2: -0.54, -0.12, 0.005
 velocity sat., power 1: -15.32, -2.68, 0.064
 R_SD = 60 ohm + 10 nm*b: -10.00, +0.00, 0.000
 oxide +0.4 nm (inv. layer): -0.00, +0.00, 0.000
 250 nm gate 5 nm too long: -3.18, +0.00, 0.000
slope change by inversion layer: 8.0 %
depletion charge 2e+12 /cm2, barrier 3.1 eV, mass 0.4 m_e
oxide field = 4.93 MV/cm, oxide drop = 2.46 V
gate leakage (rough) = 1e-18 A, drain current = 1.57e-04 A
heat = 22.3 uW, rise = 0.045 K at 2000 K/W
\end{verbatim}
